# Zero Net Growth of Facets Under Vertical Deposition and Sputtering

## Form of the answer

Two quantities with the dimension of velocity enter the problem: the gross deposition rate $D$ and the sputter rate $S$ of a flat surface. The facet supplies one angle, $\theta$, measured from the horizontal. Its normal velocity must therefore have the form $v_n=S\,\Phi(D/S,\theta)$, and the angle at which it vanishes can depend on the rates through $D/S$ alone.

Symmetry fixes more. Both beams are vertical, so tilting the facet reduces both arrivals by the same geometrical factor, which cannot affect their balance. What remains is the change of sputter yield with angle. With

$$y(\theta)=\frac{Y(\theta)}{Y(0)},\qquad R=\frac DS,$$

the condition for zero net growth at $\theta<90^\circ$ is

$$\boxed{y(\theta)=R.}$$

Here $D$ is the rate at which the flat film would grow if nothing were sputtered. If $N=D-S$ is the net flat growth rate, then $R=1+N/S$, not $N/S$.

The result assumes collimated beams, no shadowing, a sticking probability independent of angle, no return of sputtered material, and the same film density for gain and loss. All sputtering ions share one angular yield curve.

## Growth rate of a facet

A facet of area $A$ has horizontal projection $A\cos\theta$, so it intercepts the particles that would have struck a flat area $A\cos\theta$. The deposited volume per unit time is $DA\cos\theta$. The sputtered volume is $SA\cos\theta$ multiplied by $y(\theta)$, because each ion now removes $y$ times as much as at normal incidence. Subtracting and dividing by $A$ gives

$$v_n=\cos\theta\,[D-S\,y(\theta)]. \tag{1}$$

Positive $v_n$ means growth. For $\theta<90^\circ$ the cosine is positive, and $v_n=0$ requires $y=D/S$. A vertical wall also has $v_n=0$, but for a different reason: it receives neither beam.

Let $h(x,t)$ be the surface height. Two parallel planes a normal distance $v_n\,dt$ apart are separated vertically by $v_n\,dt/\cos\theta$. At fixed $x$, therefore,

$$h_t=\frac{v_n}{\cos\theta}=D-S\,y(\theta). \tag{2}$$

A facet that satisfies the balance stays in place while its flat surroundings rise or fall at $D-S$.

Equation (1) was tested by counting vertical rays on a rotated facet at six angles and adding the volume gained and lost per ray. With 400,000 rays, the largest difference was $2\times10^{-4}$ nm/min.

## How many angles satisfy the balance

Suppose that $y$ starts at 1, rises to a single maximum $y_{\max}$, and falls to zero at grazing incidence. Continuity then gives these cases:

- For $R<1$ there is one zero, on the falling branch. Shallower facets are eroded and steeper ones grow.
- For $R=1$ the flat surface is in balance, as is one steep facet. Facets between them are eroded.
- For $1<R<y_{\max}$ there are two zeros. Facets between them are eroded; those outside grow.
- For $R=y_{\max}$ the two zeros merge at the peak, and facets on both sides grow.
- For $R>y_{\max}$ every facet with $\theta<90^\circ$ grows.

A convenient model yield, with $u=1/\cos\theta$, is

$$y=u^f e^{-fc(u-1)},\qquad c=\cos\theta_{\rm peak}, \tag{3}$$

where $f>0$ and $0<c<1$. Since $dy/du=fy(1/u-c)$, the maximum is at $u=1/c$, and

$$y_{\max}=c^{-f}e^{-f(1-c)}. \tag{4}$$

To solve $y=R$, take the positive $f$-th root and multiply by $e^{-c}$:

$$u\,e^{-c(u-1)}=R^{1/f}\quad\Longrightarrow\quad u\,e^{-cu}=R^{1/f}e^{-c}.$$

Multiplication by $-c$ gives

$$(-cu)e^{-cu}=-c\,e^{-c}R^{1/f}.$$

The Lambert function $W(z)$ is defined by $We^W=z$, so

$$u=-\frac1c\,W\!\left(-c\,e^{-c}R^{1/f}\right),\qquad \theta=\arccos(1/u). \tag{5}$$

The branch $W_0\ge-1$ gives $cu\le1$, the angle below the peak. The branch $W_{-1}\le-1$ gives the angle above it. For $R<1$ the first branch gives $u<1$, which is not a real facet angle and must be discarded. Both branches are real if the argument is at least $-1/e$, which is the condition $R\le y_{\max}$.

## Worked example

Take $D=120$ nm/min, $S=80$ nm/min, $f=3$ and $\theta_{\rm peak}=60^\circ$, so that $c=0.5$. Then

$$R=\frac{120}{80}=1.5,\qquad y_{\max}=2^3e^{-1.5}=1.785.$$

Since $1<R<y_{\max}$, there are two zeros. Equation (5) gives

$$\theta_1=44.2^\circ,\qquad \theta_2=68.8^\circ.$$

Independent root finding on equation (3) gave the same angles. The signs follow from equation (1):

- At $30^\circ$, $v_n=0.866(120-80\times1.2208)=19.3$ nm/min.
- At $60^\circ$, $v_n=0.5(120-80\times1.7850)=-11.4$ nm/min.
- At $80^\circ$, $v_n=0.1736(120-80\times0.1517)=18.7$ nm/min.

The steepest of these facets grows because its relative yield has fallen far below $R$.

If the net ratio $40/80=0.5$ were put in place of $R$, the calculation would return $77.0^\circ$. That facet lies above $\theta_2$ and is growing.

## Motion of a facet with edges

The balance concerns a plane. A real facet has edges, and their motion decides whether it survives. Write $p=\tan\theta$ for a surface descending to the right, so that $h_x=-p$, and regard $y$ as a function of $p$. Define $V(p)=D-Sy(p)$.

Consider a convex corner at $x=0$, with a flat top on the left and slope $P$ on the right:

$$h(x,0)=\min(0,-Px)=\min_{0\le p\le P}(-px).$$

Each plane in this minimum moves as $-px+tV(p)$. The surface starts below all of them. To see that it stays below, round the corner slightly by using $h_t=V(-h_x)+\nu h_{xx}$ with small $\nu>0$, and raise a plane by $\epsilon(1+t)$ with $\epsilon>0$. At a first contact from below, the slopes agree and $h_{xx}\le0$, so the surface rises no faster than $V(p)$. The raised plane rises at $V(p)+\epsilon$, so the surface cannot catch it. Letting $\epsilon$ and then $\nu$ tend to zero gives an upper bound. The corner formula takes the surface to reach that bound:

$$h(x,t)=\min_{0\le p\le P}\left[-px+tV(p)\right]. \tag{6}$$

Where the minimum lies at an interior $p$, its derivative with respect to $p$ vanishes. Then $h_x=-p$ and $h_t=V(p)$, so equation (2) is satisfied. That the bound is reached at kinks as well is not proved here; it was tested numerically for the two corners below.

### A facet prepared at the lower critical angle

Let $P=p_1=\tan\theta_1$, so that $V(p_1)=0$. Suppose that between the flat and this slope the yield lies on or below its chord:

$$y(p)\le1+(R-1)\frac p{p_1},\qquad 0\le p\le p_1. \tag{7}$$

The bracket in (6) is then at least

$$-px+t(D-S)\left(1-\frac p{p_1}\right),$$

where $S(R-1)=D-S$ was used. This expression is linear in $p$, so its minimum is at an endpoint. Hence

$$h=\min\left[t(D-S),\,-p_1x\right]. \tag{8}$$

The facet plane stands still, the top rises, and their edge retreats over the top at

$$\frac{D-S}{\tan\theta_1}=\frac{40}{0.9711}=41.2\ \text{nm/min}.$$

In 0.5 min it moves 20.6 nm. A finite-difference evolution from this corner agreed with equation (6) within 0.006 nm on a 0.025 nm mesh. Away from the edge, the facet plane did not move beyond rounding error.

### What a steep corner does instead

Now let $P$ exceed the slope of the yield peak. For $x<0$, equation (6) compares the flat plane with sloping ones. An interior minimum requires

$$x=-St\,y'(p). \tag{9}$$

The flat top meets the first sloping plane where their heights agree:

$$t(D-S)=-px+t[D-Sy(p)]
\quad\Longrightarrow\quad -x=St\,\frac{y(p)-1}{p}.$$

Combining this with (9) gives the selected slope $p_s$:

$$p_s\,y'(p_s)=y(p_s)-1. \tag{10}$$

Geometrically, the chord from the flat point touches the yield curve at $p_s$. The rate $D$ is absent because it adds the same height $tD$ to every plane. The selected angle is therefore independent of $D/S$, whereas the zero-growth angle is not.

For the yield (3), $u^2=1+p^2$ and $du/dp=p/u$, hence

$$y'(p)=\frac{f\,y\,p\,(1-cu)}{u^2}. \tag{11}$$

Equation (9) with $x<0$ requires $y'>0$, so $p_s$ must lie below the yield peak; a tangent on the falling branch does not qualify. For $f\ge2$ there is exactly one tangent below the peak. To show this, differentiate $\ln y'$ with respect to $u$ in that range:

$$\frac{u}{u^2-1}+\frac{f-2}{u}-fc-\frac{c}{1-cu}.$$

This decreases steadily from $+\infty$ to $-\infty$, so $y'$ first rises and then falls. The quantity $py'-y+1$ starts at zero and has derivative $py''$. It rises, then falls, and is negative at the peak, so it crosses zero once. Up to that crossing the chord slope $(y-1)/p$ increases. Condition (7) therefore holds whenever $p_1\le p_s$.

In the example equation (10) gives $50.1^\circ$, above $\theta_1=44.2^\circ$. The critical facet can thus keep a sharp upper edge if it is prepared, but a steep corner skips its slope. The selected facet is not one plane: its slope increases from $50.1^\circ$ at the upper edge to $60^\circ$ at the original corner position.

A numerical run with $P=4$ for 0.5 min tested this. Slopes from 0.3 to $p_1$ occupied 0.025 nm, one mesh interval, while slopes from $p_s$ to the peak occupied 20.8 nm. Equation (9) gives $42.69\times0.5=21.3$ nm for the latter width. The largest height difference from equation (6) fell from 0.315 to 0.179 nm when the mesh was halved from 0.05 to 0.025 nm.

At $x=0$ the minimum in (6) selects the largest yield:

$$h(0,t)=t(D-Sy_{\max})=0.5(120-142.8)=-11.4\ \text{nm}.$$

The numerical height was $-11.5$ nm. Thus the original corner position is cut down although the flat film grows by 20 nm. For $D/S>y_{\max}$ the height there would increase.

The lower edge of a prepared critical facet also matters. If it meets a steep wall, equation (6), applied between $p_1$ and the wall slope, sends steeper slopes up into the facet. In the example $p_1$ lies where $y'$ is already falling, and equations (9) and (11) give their horizontal speed as $Sy'(p_1)\approx55$ nm/min. This exceeds the upper edge's 41 nm/min, so a facet of finite width is eventually consumed. Its plane is stationary until those slopes arrive.

## Corrections to the balance

**Sensitivity.** Differentiating (3) with $du/d\theta=u\tan\theta$ gives

$$\frac{dy}{d\theta}=f\,y\,(1-cu)\tan\theta,
\qquad
\delta\theta\simeq\frac{\delta R/R}{f(1-cu)\tan\theta}. \tag{12}$$

The denominator vanishes at the yield peak, so small rate errors cause large angular errors near $R=y_{\max}$. If sticking on the facet is 5 percent lower than on the flat, the required yield falls to $0.95R$. The full calculation then moves $\theta_1$ from $44.2^\circ$ to $40.8^\circ$.

**Neutral atoms.** Let a share $g$ of the flat deposition come from an isotropic sky. Project the unit sphere of arrival directions onto the facet plane. The visible sky covers half a unit disc plus half an ellipse with semi-axes 1 and $\cos\theta$. Its area, divided by the full disc area $\pi$, is $(1+\cos\theta)/2$. The balance becomes

$$D\left[(1-g)\cos\theta+g\frac{1+\cos\theta}{2}\right]=Sy\cos\theta.$$

Division by $S\cos\theta$ yields

$$y=R\left[1+\frac g2(u-1)\right]. \tag{13}$$

For $g=0.10$ the lower zero moves to $45.5^\circ$. With the other parameters fixed, no zero remains once $g$ exceeds about 0.43. A vertical wall now grows, because it sees half the sky.

**Redeposition.** Consider two opposite facets of horizontal width $w$, separated by a gap $G$ at their lower edges, in a long trench. Sputtered atoms are assumed to leave with a cosine distribution and to stick where they land. In the cross-section, let $\phi$ be the angle from the facet normal. The disc projection used above shows that the fraction emitted between $\phi_a$ and $\phi_b$ is $(\sin\phi_b-\sin\phi_a)/2$.

For a point at distance $s$ along the facet, $\sin\phi$ towards a fixed endpoint at distance $r$ is $-dr/ds$. Integrating over $s$ leaves differences of endpoint distances: the two crossed lines minus the two uncrossed ones, all divided by twice the facet length $L$. With $L=w/\cos\theta$, the fraction reaching the other facet is

$$F=\frac{\sqrt{(G+w)^2+w^2\tan^2\theta}-(G+w)}{L}. \tag{14}$$

The facets are equal, so each receives the fraction $F$ of what it emits. Averaged over the facet, the balance is

$$y(1-F)=R. \tag{15}$$

With $G=100$ nm and $w=20$ nm, $F=0.056$ at the ideal angle. Solving (15) with $w$ fixed gives $49.2^\circ$. At that angle $F$ has grown to 0.072, so the required yield is $1.5/(1-0.072)=1.62$ instead of 1.5. By equation (12) the yield rises by only about 0.023 per degree in this range, so the increase of 0.12 takes about five degrees.

Neutrals and redeposition together give $52.7^\circ$. At that angle the extended facet plane meets the opposite wall at a depth of 158 nm. The floor of the 200 nm deep trench is therefore hidden and sends no sputtered atoms directly to the facet. The vertical walls receive no ions and emit none. Shading of the neutral sky by the opposite facet is neglected; including it would lower the angle by about one degree, to $51.7^\circ$.

**Ion angular spread.** A transverse temperature $T$, in energy units, gives $m\langle v_x^2\rangle/2=T/2$, while the beam energy is $E=mv_z^2/2$. The angular spread per axis is therefore

$$\sigma=\sqrt{\frac{T}{2E}}=\sqrt{\frac{0.5}{400}}=0.035\ \text{rad}=2.0^\circ$$

for $T=0.5$ eV and $E=200$ eV. Averaging the sputter rate over this spread, with the flat rate held at $S$, moves the zero by 0.1 degree.

## Use for a real process

The example is set in the regime of ionized sputter deposition of a copper seed layer with substrate bias, where trench corners can be clipped. The rates, energies and dimensions are round, rough values, and equation (3) is a model curve, not a measured copper yield. Real deposition includes neutral atoms, and sputtered copper can return to the facet. Those two broken assumptions move the example's lower zero from $44.2^\circ$ to $52.7^\circ$.

The yield curve itself matters as much. With $f$ and the rates fixed, a peak at $65^\circ$ puts the lower zero at $39.7^\circ$. A peak at $55^\circ$ gives $y_{\max}=1.47$, below $R=1.5$, and no zero exists. An angle computed from an assumed yield curve is therefore an estimate; a design near $R=y_{\max}$ needs the angular yield for the actual ions, energy and film.

For implementation, obtain $D$ and $S$ under the same plasma and bias conditions, form the gross ratio, and compare it with $y_{\max}$ before solving for an angle. A ratio below $y_{\max}$ guarantees a zero only in the ideal balance. With the neutrals and redeposition of the example, the largest $R$ that still has a zero falls from 1.785 to about 1.52, so $R=1.5$ is only just inside the limit. Use the balance to decide whether an existing facet grows, provided that the sticking on that facet is known. Energetic depositing ions can reflect at oblique incidence, which lowers the required yield in proportion; the 5 percent loss used above is an illustration, not a copper value, and the redeposition shift rests on the assumed cosine emission law. Use equation (6) to find which slopes a convex corner develops, provided that the beams remain unshadowed and both redeposition and the isotropic neutral share are small. In the example, including a neutral share of 0.10 in $V(p)$ moves the selected angle only from $50.1^\circ$ to $49.4^\circ$, but changes the height at the original corner from $-11.4$ to $-8.5$ nm. The numerical output below lists the inputs and results at higher resolution than the model's predictive accuracy.

## Calculated quantities

```
Gross flat deposition rate D: 120 nm/min
Flat sputter rate S: 80 nm/min
Net flat growth rate: 40 nm/min
Gross ratio D/S: 1.500 (no unit)
Yield exponent f: 3.0 (no unit)
Yield peak angle: 60.0 degrees
Peak relative yield: 1.7850 (no unit)
Lower zero-growth angle: 44.16 degrees
Upper zero-growth angle: 68.76 degrees
At 0 degrees: relative yield 1.0000, normal rate 40.00 nm/min
At 30 degrees: relative yield 1.2208, normal rate 19.35 nm/min
At 60 degrees: relative yield 1.7850, normal rate -11.40 nm/min
At 80 degrees: relative yield 0.1517, normal rate 18.73 nm/min
Largest ray-count rate error: 2.0e-04 nm/min
False angle from net rate over S: 77.00 degrees
Run time: 0.50 min
Tangent of lower zero angle: 0.9711 (no unit)
Critical-facet top-edge retreat: 41.19 nm/min
Critical-facet edge retreat in run: 20.60 nm
Critical-facet numerical drift: 7.0e-13 nm
Steep-corner selected angle: 50.09 degrees
Selected-facet edge retreat: 42.69 nm/min
Steep side slope in corner run: 4.0 (no unit)
Width of skipped slopes 0.3 to critical: 0.025 nm
Width of fan, selected to peak slope: 20.83 nm
Height at original corner, formula: -11.40 nm
Height at original corner, numerical: -11.50 nm
Height error, critical corner, mesh 0.05 then 0.025 nm: 0.014, 0.006 nm
Height error, steep corner, mesh 0.05 then 0.025 nm: 0.315, 0.179 nm
Trench gap, facet width, depth: 100, 20, 200 nm
Depth beyond which floor is hidden: 157.5 nm
Isotropic neutral share: 0.10 (no unit)
Zero angle with neutrals: 45.54 degrees
Neutral share that removes the zero: 0.428 (no unit)
View factor at ideal zero: 0.0560 (no unit)
Zero angle with redeposition: 49.17 degrees
Zero angle with neutrals and redeposition: 52.70 degrees
Ion energy, transverse temperature: 200, 0.5 eV
Ion angular spread per axis: 2.03 degrees
Zero angle with ion spread: 44.29 degrees
Sticking loss on facet: 5 percent
Zero angle with sticking loss: 40.83 degrees
Peak relative yield if peak at 55 degrees: 1.4745 (no unit)
Zero angle if yield peak at 65 degrees: 39.65 degrees
```
